# Why Stronger Ionicity Shortens Midgap Penetration at Fixed Hopping: a program that tests the result

```python
"""Midgap decay in a chain with alternating site energies.

Result under test: kappa*a = arcsinh(Delta/(2 t)) at midgap, so the density
decay length delta = 1/(2 kappa) falls as Delta rises at fixed hopping t.
Symbols: +Delta, -Delta = alternating site energies (eV); -t = hopping matrix
element (eV); a = site spacing (nm); kappa = amplitude decay constant (1/nm);
E = energy from midgap (eV). Densities of states are per spin and per chain.
With alternating bonds the two hopping strengths are t1 and t2.
"""
import numpy as np


def decay_from_transfer(Delta, t1, t2, E=0.0):
    """kappa*a from the two-site transfer matrix of the site equations."""
    step_plus = np.array([[(Delta - E) / t1, -t2 / t1], [1.0, 0.0]])
    step_minus = np.array([[(-Delta - E) / t2, -t1 / t2], [1.0, 0.0]])
    factors = np.linalg.eigvals(step_minus @ step_plus)
    return 0.5 * np.log(np.max(np.abs(factors)))


def ring_levels(Delta, t1, t2, cells=20):
    """Energies of a closed ring, by diagonalization."""
    size = 2 * cells
    H = np.diag(Delta * (-1.0) ** np.arange(size))
    for i in range(size):
        j = (i + 1) % size
        H[i, j] = H[j, i] = -(t1 if i % 2 == 0 else t2)
    return np.linalg.eigvalsh(H)


def ring_gap(Delta, t1, t2):
    levels = ring_levels(Delta, t1, t2)
    half = len(levels) // 2
    return levels[half] - levels[half - 1]


def metal_surface_green(center, t_metal):
    """Retarded end-site Green function of a uniform chain at E = 0."""
    roots = np.roots([t_metal**2, center, 1.0])
    return roots[np.argmin(roots.imag)]


def contact_density(Delta, t, center=0.0, t_contact=None, first=1, sites=300):
    """Midgap local density of states of a long chain joined to a metal."""
    t_contact = t if t_contact is None else t_contact
    H = np.diag(first * Delta * (-1.0) ** np.arange(sites)).astype(complex)
    H -= t * (np.eye(sites, k=1) + np.eye(sites, k=-1))
    H[0, 0] += t_contact**2 * metal_surface_green(center, t)
    return -np.diag(np.linalg.inv(-H)).imag / np.pi


t = 2.0
a = 0.25
Deltas = [0.5, 1.0, 2.0, 4.0]
print(f"hopping t = {t:.2f} eV; site spacing a = {a:.3f} nm")

# Bands and decay constant, including energies away from midgap.
ka = np.pi * np.arange(20) / 20
for Delta in Deltas:
    band = np.sqrt(Delta**2 + 4 * t**2 * np.cos(ka) ** 2)
    expected = np.sort(np.concatenate([-band, band]))
    assert np.allclose(ring_levels(Delta, t, t), expected, atol=1e-10)
    assert abs(ring_gap(Delta, t, t) - 2 * Delta) < 1e-10
    for fraction in [-0.8, -0.4, 0.0, 0.4, 0.8]:
        E = fraction * Delta
        formula = np.arcsinh(np.sqrt(Delta**2 - E**2) / (2 * t))
        assert abs(decay_from_transfer(Delta, t, t, E) - formula) < 1e-10
    scan = np.linspace(-0.9 * Delta, 0.9 * Delta, 19)
    values = [decay_from_transfer(Delta, t, t, E) for E in scan]
    assert np.argmax(values) == 9
assert abs(decay_from_transfer(0.0, t, t)) < 1e-12
assert abs(decay_from_transfer(2.0, 4.0, 4.0)
           - decay_from_transfer(1.0, 2.0, 2.0)) < 1e-10

# Metal end-site function: continued fraction with a small broadening.
broadening = 1e-3
g = 0.0j
for _ in range(40000):
    g = 1 / (1j * broadening - t**2 * g)
assert abs(g + 1j / t) < 1e-3
assert abs(metal_surface_green(0.0, t) - g) < 1e-3

# Contact densities and the main table.
lengths = []
for Delta in Deltas:
    K = decay_from_transfer(Delta, t, t)
    length = a / (2 * K)
    lengths.append(length)
    density = contact_density(Delta, t)
    n = np.arange(1, 7)
    K_formula = np.arcsinh(Delta / (2 * t))
    predicted = (np.exp(-2 * K_formula * (n - 1))
                 / (np.pi * t * (1 + np.exp(2 * K_formula))))
    assert np.allclose(density[:6], predicted, rtol=1e-8, atol=0)
    total_formula = 1 / (2 * np.pi * t * np.sinh(2 * K_formula))
    assert abs(density.sum() / total_formula - 1) < 1e-8
    reverse = contact_density(Delta, t, first=-1)
    assert np.allclose(reverse[:6], density[:6], rtol=1e-8, atol=0)
    altered = contact_density(Delta, t, center=1.0, t_contact=1.2)
    assert np.allclose(altered[1:6] / altered[:5], np.exp(-2 * K_formula),
                       rtol=1e-8, atol=0)
    assert abs(altered[0] / density[0] - 1) > 0.01
    print(f"Delta = {Delta:.2f} eV: gap = {ring_gap(Delta, t, t):.2f} eV, "
          f"Delta/(2t) = {Delta / (2 * t):.4f}")
    print(f"  kappa*a = {K:.4f}, kappa = {K / a:.4f} 1/nm, "
          f"density decay length = {length:.4f} nm")
    print(f"  density factor per site = {density[1] / density[0]:.4f}")
    print(f"  midgap density: site 1 = {density[0]:.5f} 1/eV, "
          f"total = {density.sum():.5f} 1/eV")
assert np.all(np.diff(lengths) < 0)
for i in range(3):
    ratio = lengths[i] / lengths[i + 1]
    assert 1 < ratio < 2
    print(f"length ratio, Delta {Deltas[i]:.1f} to {Deltas[i + 1]:.1f} eV"
          f" = {ratio:.4f}")

# Slope and logarithmic slope from finite differences.
h = 1e-4
for Delta in Deltas:
    K = decay_from_transfer(Delta, t, t)
    slope = (decay_from_transfer(Delta + h, t, t)
             - decay_from_transfer(Delta - h, t, t)) / (2 * h)
    assert abs(slope - 1 / np.sqrt(4 * t**2 + Delta**2)) < 1e-7
    log_slope = -Delta * slope / K
    assert abs(log_slope + np.tanh(K) / K) < 1e-6
    print(f"d ln(length)/d ln(Delta) at {Delta:.1f} eV = {log_slope:.4f}")

# Amplitude profile with the amplitude on site 0 held at one.
Delta = 2.0
sites = 100
site_numbers = np.arange(1, sites + 1)
matrix = np.diag(Delta * (-1.0) ** site_numbers)
matrix -= t * (np.eye(sites, k=1) + np.eye(sites, k=-1))
source = np.zeros(sites)
source[0] = t
profile = np.concatenate([[1.0], np.linalg.solve(matrix, source)])
K = np.arcsinh(Delta / (2 * t))
signs = np.array([1, -1, -1, 1, 1, -1, -1])
assert np.allclose(profile[:7], signs * np.exp(-K * np.arange(7)), atol=1e-10)
print("amplitudes on sites 0 to 6, Delta = 2 eV (site 0 at +Delta):")
print("  " + ", ".join(f"{value:+.4f}" for value in profile[:7]))
print(f"neighbour sum at site 1 = {profile[0] + profile[2]:.4f}")

# Weak and strong ionicity limits.
weak, strong = 0.5, 40.0
weak_length = a / (2 * decay_from_transfer(weak, t, t))
strong_length = a / (2 * decay_from_transfer(strong, t, t))
weak_limit = t * a / weak
strong_limit = a / (2 * np.log(strong / t))
assert abs(weak_limit / weak_length - 1) < 0.005
assert abs(strong_limit / strong_length - 1) < 0.002
tiny = 0.05
tiny_error = abs(t * a / tiny * 2 * decay_from_transfer(tiny, t, t) / a - 1)
huge = 400.0
huge_error = abs(decay_from_transfer(huge, t, t) / np.log(huge / t) - 1)
assert tiny_error < abs(weak_limit / weak_length - 1) / 50
assert huge_error < abs(strong_limit / strong_length - 1) / 50
print(f"weak limit, Delta = {weak:.1f} eV: {weak_limit:.4f} nm; "
      f"full result {weak_length:.4f} nm")
print(f"strong limit, Delta = {strong:.1f} eV: {strong_limit:.5f} nm; "
      f"full result {strong_length:.5f} nm")

# Equal gap and equal t1*t2, with ionic, mixed and covalent origins.
print("chains with equal gap and equal t1*t2:")
half_gap = 1.0
for name, difference in [("ionic", 0.0), ("mixed", 0.6), ("covalent", 1.0)]:
    Delta = np.sqrt(half_gap**2 - difference**2)
    t1 = (difference + np.sqrt(difference**2 + 4 * t**2)) / 2
    t2 = t1 - difference
    K = decay_from_transfer(Delta, t1, t2)
    gap = ring_gap(Delta, t1, t2)
    assert abs(gap - 2 * half_gap) < 1e-10
    assert abs(K - np.arcsinh(gap / (4 * np.sqrt(t1 * t2)))) < 1e-10
    assert abs(K - decay_from_transfer(half_gap, t, t)) < 1e-10
    assert decay_from_transfer(Delta + 0.5, t1, t2) > K
    print(f"  {name}: Delta = {Delta:.2f} eV, t1 = {t1:.4f} eV, "
          f"t2 = {t2:.4f} eV")
    print(f"    gap = {gap:.2f} eV, length = {a / (2 * K):.4f} nm")

print("all assertions hold")
```

Output:

```
hopping t = 2.00 eV; site spacing a = 0.250 nm
Delta = 0.50 eV: gap = 1.00 eV, Delta/(2t) = 0.1250
  kappa*a = 0.1247, kappa = 0.4987 1/nm, density decay length = 1.0026 nm
  density factor per site = 0.7793
  midgap density: site 1 = 0.06971 1/eV, total = 0.31585 1/eV
Delta = 1.00 eV: gap = 2.00 eV, Delta/(2t) = 0.2500
  kappa*a = 0.2475, kappa = 0.9899 1/nm, density decay length = 0.5051 nm
  density factor per site = 0.6096
  midgap density: site 1 = 0.06028 1/eV, total = 0.15440 1/eV
Delta = 2.00 eV: gap = 4.00 eV, Delta/(2t) = 0.5000
  kappa*a = 0.4812, kappa = 1.9248 1/nm, density decay length = 0.2598 nm
  density factor per site = 0.3820
  midgap density: site 1 = 0.04399 1/eV, total = 0.07118 1/eV
Delta = 4.00 eV: gap = 8.00 eV, Delta/(2t) = 1.0000
  kappa*a = 0.8814, kappa = 3.5255 1/nm, density decay length = 0.1418 nm
  density factor per site = 0.1716
  midgap density: site 1 = 0.02331 1/eV, total = 0.02813 1/eV
length ratio, Delta 0.5 to 1.0 eV = 1.9849
length ratio, Delta 1.0 to 2.0 eV = 1.9446
length ratio, Delta 2.0 to 4.0 eV = 1.8316
d ln(length)/d ln(Delta) at 0.5 eV = -0.9949
d ln(length)/d ln(Delta) at 1.0 eV = -0.9801
d ln(length)/d ln(Delta) at 2.0 eV = -0.9293
d ln(length)/d ln(Delta) at 4.0 eV = -0.8023
amplitudes on sites 0 to 6, Delta = 2 eV (site 0 at +Delta):
  +1.0000, -0.6180, -0.3820, +0.2361, +0.1459, -0.0902, -0.0557
neighbour sum at site 1 = 0.6180
weak limit, Delta = 0.5 eV: 1.0000 nm; full result 1.0026 nm
strong limit, Delta = 40.0 eV: 0.04173 nm; full result 0.04169 nm
chains with equal gap and equal t1*t2:
  ionic: Delta = 1.00 eV, t1 = 2.0000 eV, t2 = 2.0000 eV
    gap = 2.00 eV, length = 0.5051 nm
  mixed: Delta = 0.80 eV, t1 = 2.3224 eV, t2 = 1.7224 eV
    gap = 2.00 eV, length = 0.5051 nm
  covalent: Delta = 0.00 eV, t1 = 2.5616 eV, t2 = 1.5616 eV
    gap = 2.00 eV, length = 0.5051 nm
all assertions hold
```
